# Valley-Selective Circular Dichroism from C3 Eigenvalues and Its Decay: a numerical check

```python
"""Valley-selective circular dichroism of a gapped threefold-symmetric layer.

Result under test: with C3|n> = exp(-2 pi i m_n/3)|n> at the zone corner K,
<c|p_x +- i p_y|v> is nonzero only for m_c - m_v = +-1 (mod 3).
Away from K, in the massive Dirac model,
  eta = (|P+|^2-|P-|^2)/(|P+|^2+|P-|^2) = 2 tau gap E/(E^2+gap^2),
  E = sqrt(gap^2 + 4 (hv q)^2).
Symbols: a lattice constant (nm), t hopping (eV), gap (eV), hv = hbar*v
(eV nm), q wavevector from the corner (1/nm), tau = +1 at K and -1 at K'.
Sublattice A has energy +gap/2, sublattice B has energy -gap/2.
Velocity elements are hbar*velocity in eV nm.
"""
import numpy as np
from scipy.optimize import brentq

a, t, gap = 0.3, 2.0, 0.2
hv = np.sqrt(3) * a * t / 2
theta = 2 * np.pi / 3
C = np.array([[np.cos(theta), -np.sin(theta)],
              [np.sin(theta), np.cos(theta)]])
cell = a * np.array([[1, 0.5], [0, np.sqrt(3) / 2]])  # columns a1, a2
K = np.array([4 * np.pi / (3 * a), 0.0])
delta = [np.array([0, a / np.sqrt(3)])]
delta += [C @ delta[0], C @ C @ delta[0]]


def label(eigenvalue):
    """Angular momentum modulo 3, chosen from -1, 0, 1."""
    m = int(round(-np.angle(eigenvalue) / theta))
    assert abs(eigenvalue - np.exp(-1j * theta * m)) < 1e-8
    return m


def helicity_strengths(h, dx, dy):
    """|P+|^2 and |P-|^2 between the two eigenstates of h."""
    vec = np.linalg.eigh(h)[1]
    v, c = vec[:, 0], vec[:, 1]
    return (abs(c.conj() @ (dx + 1j * dy) @ v) ** 2,
            abs(c.conj() @ (dx - 1j * dy) @ v) ** 2)


def dichroism(strengths):
    plus, minus = strengths
    return (plus - minus) / (plus + minus)


def loss(strengths):
    """1 - eta without cancellation error."""
    plus, minus = strengths
    return 2 * minus / (plus + minus)


def lattice(k, a_=a, t_=t, gap_=gap):
    """Full nearest-neighbour honeycomb lattice at wavevector k."""
    bonds = [d * a_ / a for d in delta]
    phases = [np.exp(1j * k @ d) for d in bonds]
    hab = -t_ * sum(phases)
    grad = -t_ * sum(1j * d * p for d, p in zip(bonds, phases))
    off = [np.array([[0, z], [np.conj(z), 0]]) for z in (hab, *grad)]
    return helicity_strengths(off[0] + np.diag([gap_ / 2, -gap_ / 2]),
                              off[1], off[2])


sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0, -1.0])


def dirac(q, phi=0.0, tau=1, gap_=gap):
    h = hv * q * (tau * np.cos(phi) * sx + np.sin(phi) * sy) + gap_ / 2 * sz
    return helicity_strengths(h, hv * tau * sx, hv * sy)


def direction(phi):
    return np.array([np.cos(phi), np.sin(phi)])


print(f"lattice constant a = {a:.3f} nm, hopping t = {t:.3f} eV")
print(f"gap = {gap:.3f} eV, hbar*v = {hv:.4f} eV nm, |K| = {K[0]:.4f} 1/nm")

# Lattice phases: rotate the sites of a periodic cluster explicitly.
N = 6


def site_key(r):
    return tuple(int(n) % (3 * N)
                 for n in np.rint(3 * np.linalg.solve(cell, r)))


sites = [(s, cell @ np.array([i, j]) + s * delta[0])
         for s in (0, 1) for i in range(N) for j in range(N)]
index = {site_key(r): n for n, (s, r) in enumerate(sites)}
assert len(index) == 2 * N * N
bloch = [np.array([np.exp(1j * K @ r) / N if s == sub else 0
                   for s, r in sites]) for sub in (0, 1)]
print("C3 labels of honeycomb Bloch states at K (dimensionless):")
for name, centre in (("A site", 0 * delta[0]), ("B site", delta[0]),
                     ("hexagon", -delta[0])):
    target = [index[site_key(centre + C @ (r - centre))] for s, r in sites]
    assert len(set(target)) == len(sites)
    found = []
    for sub in (0, 1):
        rotated = np.zeros(len(sites), complex)
        rotated[target] = bloch[sub]
        value = np.vdot(bloch[sub], rotated)
        assert np.allclose(rotated, value * bloch[sub])
        formula = np.exp(1j * (C @ K - K) @ (sub * delta[0] - centre))
        assert abs(value - formula) < 1e-9
        found.append(label(value))
    assert (found[0] - found[1]) % 3 == 1
    print(f"  centre {name:8s} m_A = {found[0]:2d}, m_B = {found[1]:2d},"
          f" (m_A-m_B) mod 3 = {(found[0] - found[1]) % 3}")

# Velocity at K from the real-space commutator i[H, r].
element = {1: 0j, -1: 0j}
for i, (s, r) in enumerate(sites):
    if s == 0:
        for d in delta:
            j = index[site_key(r + d)]
            for sign in element:
                element[sign] += (bloch[0][i].conj() * bloch[1][j]
                                  * 1j * (-t) * (d[0] + sign * 1j * d[1]))
assert abs(abs(element[1]) - 2 * hv) < 1e-9 and abs(element[-1]) < 1e-9
print(f"|hbar v+| at K = {abs(element[1]):.4f} eV nm,"
      f" |hbar v-| at K = {abs(element[-1]):.4f} eV nm")
eta_K, eta_Kp = dichroism(lattice(K)), dichroism(lattice(-K))
eta_rev = dichroism(lattice(K, gap_=-gap))
assert np.allclose([eta_K, eta_Kp, eta_rev], [1, -1, -1], atol=1e-10)
print(f"lattice eta: K {eta_K:+.4f}, K' {eta_Kp:+.4f},"
      f" K with reversed gap {eta_rev:+.4f}")


def check_rule(states, rotation, p_plus):
    """Test every pair of the given states; return their C3 labels."""
    eig = [np.vdot(x, rotation @ x) for x in states.T]
    for v in range(len(eig)):
        for c in range(v + 1, len(eig)):
            change = label(eig[c] / eig[v])
            assert change in (1, -1)
            amp = {1: abs(np.vdot(states[:, c], p_plus @ states[:, v])),
                   -1: abs(np.vdot(states[:, c],
                                   p_plus.conj().T @ states[:, v]))}
            assert amp[change] > 1e-3 and amp[-change] < 1e-9
    return [label(x) for x in eig]


# True momentum operator: plane waves in a C3 potential without inversion.
# Lengths are in units of a, energies in units of hbar^2/(mass a^2).
recip = 2 * np.pi * np.linalg.inv(cell / a).T
waves = [(i, j) for i in range(-5, 6) for j in range(-5, 6)
         if np.linalg.norm(a * K + recip @ [i, j]) < 4.5 * a * K[0]]
kvec = np.array([a * K + recip @ g for g in waves])
H = np.diag((kvec ** 2).sum(axis=1) / 2).astype(complex)
rotation = np.zeros((len(waves), len(waves)))
for i, g in enumerate(waves):
    for j, f in enumerate(waves):
        step = (g[0] - f[0], g[1] - f[1])
        if step in ((1, 0), (0, 1), (-1, -1)):
            H[i, j] = 2 * np.exp(0.3j)
            H[j, i] = 2 * np.exp(-0.3j)
        if np.linalg.norm(kvec[i] - C @ kvec[j]) < 1e-8:
            rotation[i, j] = 1
assert np.allclose(rotation @ rotation.T, np.eye(len(waves)))
assert np.allclose(H @ rotation, rotation @ H)
pw_labels = check_rule(np.linalg.eigh(H)[1][:, :3], rotation,
                       np.diag(kvec[:, 0] + 1j * kvec[:, 1]))
print(f"plane-wave crystal: {len(waves)} waves, C3 labels of lowest"
      f" three bands {pw_labels}")

# Metal d-orbital layer; basis d_z2, d_x2-y2, d_xy on a triangular lattice.
c2, s2 = np.cos(2 * theta), np.sin(2 * theta)
D = np.array([[1, 0, 0], [0, c2, -s2], [0, s2, c2]])
T0 = np.array([[-0.1, 0.4, -0.3], [0.2, 0.2, -0.2], [-0.5, 0.4, -0.1]])
Hd = np.zeros((3, 3), complex)
grad_d = np.zeros((2, 3, 3), complex)
for n in range(3):
    R = np.linalg.matrix_power(C, n) @ cell[:, 0]
    Dn = np.linalg.matrix_power(D, n)
    hop = Dn @ T0 @ Dn.T * np.exp(1j * K @ R)
    Hd += hop + hop.conj().T
    for axis in (0, 1):
        grad_d[axis] += 1j * R[axis] * (hop - hop.conj().T)
assert np.allclose(Hd @ D, D @ Hd)
energy_d, states_d = np.linalg.eigh(Hd)
labels_d = check_rule(states_d, D, grad_d[0] + 1j * grad_d[1])
assert labels_d == [-1, 0, 1]
assert abs(states_d[0, 1]) > 1 - 1e-9
valence_target = np.array([0, 1, 1j]) / np.sqrt(2)
assert abs(np.vdot(valence_target, states_d[:, 0])) > 1 - 1e-9
d_strength = [abs(np.vdot(states_d[:, 1],
                          (grad_d[0] + s * 1j * grad_d[1])
                          @ states_d[:, 0])) ** 2 for s in (1, -1)]
assert abs(dichroism(d_strength) - 1) < 1e-10
print("d-orbital model at K, energies (eV): "
      + ", ".join(f"{e:.3f}" for e in energy_d))
print(f"  C3 labels {labels_d}, eta valence to conduction ="
      f" {dichroism(d_strength):+.4f}")

# Massive Dirac model: diagonalisation against the closed formulas.
for tau in (1, -1):
    for g in (gap, -gap):
        for q in (0.03, 0.2, 0.9, 3.0):
            for phi in (0.0, 0.7, 2.9):
                E = np.sqrt(g ** 2 + 4 * (hv * q) ** 2)
                plus, minus = dirac(q, phi, tau, g)
                assert np.isclose(np.sqrt(plus), hv * (1 + tau * g / E))
                assert np.isclose(np.sqrt(minus), hv * (1 - tau * g / E))
                assert np.isclose(dichroism((plus, minus)),
                                  2 * tau * g * E / (E ** 2 + g ** 2))
assert abs(dichroism(dirac(0.5, gap_=0.0))) < 1e-10
x_small, x_large = 0.05, 50.0
small_ratio = loss(dirac(x_small * gap / hv)) / (2 * x_small ** 4)
large_ratio = dichroism(dirac(x_large * gap / hv)) * x_large
assert abs(small_ratio - 1) < 0.02  # next term is -4 x^2, one per cent
assert abs(large_ratio - 1) < 0.01
print(f"Dirac (1-eta)/(2x^4) at x = {x_small}: {small_ratio:.4f}")
print(f"Dirac eta*x at x = {x_large}: {large_ratio:.4f}")

q_half = brentq(lambda q: dichroism(dirac(q)) - 0.5, 0.01, 5.0)
E_half = np.sqrt(gap ** 2 + 4 * (hv * q_half) ** 2)
assert np.isclose(E_half, (2 + np.sqrt(3)) * gap)
print(f"eta = 1/2 at q = {q_half:.4f} 1/nm, x = {hv * q_half / gap:.4f},"
      f" E = {E_half:.4f} eV, E/gap = {E_half / gap:.4f}")

angles = np.linspace(0, 2 * np.pi, 72, endpoint=False)
print("q (1/nm), x, E (eV), gap/E, Dirac eta, lattice eta min, mean, max:")
for q in (0.0, 0.05, 0.1, 0.2, 0.4, q_half, 1.5):
    E = np.sqrt(gap ** 2 + 4 * (hv * q) ** 2)
    full = np.array([dichroism(lattice(K + q * direction(p)))
                     for p in angles])
    reverse = np.array([dichroism(lattice(-K - q * direction(p)))
                        for p in angles])
    assert np.allclose(full, -reverse, atol=1e-9)
    print(f"  {q:.4f} {hv * q / gap:.4f} {E:.4f} {gap / E:.4f}"
          f" {dichroism(dirac(q)):.4f} {full.min():.4f}"
          f" {full.mean():.4f} {full.max():.4f}")

# The lattice approaches the Dirac law as a -> 0 at fixed hv and gap.
deviation = []
for scale in (10, 100):
    deviation.append(max(abs(dichroism(lattice(
        K * scale + q_half * direction(p), a / scale, t * scale)) - 0.5)
        for p in angles))
assert abs(deviation[0] / deviation[1] - 10) < 1
print(f"largest |eta-1/2| at q_half, a/10: {deviation[0]:.5f},"
      f" a/100: {deviation[1]:.6f}")

# Trigonal warping governs the first loss of selectivity near K.
q_c = 2 * gap ** 2 / (3 * np.sqrt(3) * t ** 2 * a)
x_c, w_c = hv * q_c / gap, a * q_c / (2 * np.sqrt(3))
assert np.isclose(x_c ** 2, w_c)
print(f"crossover q_c = {q_c:.5f} 1/nm, x = {x_c:.5f},"
      f" a*q_c/(2 sqrt3) = {w_c:.6f}")
print("1-eta at q_c: angle (deg), full lattice, leading formula:")
for degrees in (0, 30, 60):
    phi = np.radians(degrees)
    actual = loss(lattice(K + q_c * direction(phi)))
    leading = 2 * abs(x_c ** 2 + w_c * np.exp(3j * phi)) ** 2
    # Omitted terms are of relative order x^2 and a*q, below one per cent.
    assert abs(actual - leading) < 0.03 * 2 * (x_c ** 2 + w_c) ** 2
    print(f"  {degrees:2d} {actual:.3e} {leading:.3e}")
q_tiny = q_c / 50
mean_loss = np.mean([loss(lattice(K + q_tiny * direction(p)))
                     for p in angles])
assert abs(mean_loss / (a ** 2 * q_tiny ** 2 / 6) - 1) < 0.01
print(f"mean lattice (1-eta)/(a^2 q^2/6) at q_c/50:"
      f" {mean_loss / (a ** 2 * q_tiny ** 2 / 6):.5f}")
print("all tests passed")
```

It prints:

```
lattice constant a = 0.300 nm, hopping t = 2.000 eV
gap = 0.200 eV, hbar*v = 0.5196 eV nm, |K| = 13.9626 1/nm
C3 labels of honeycomb Bloch states at K (dimensionless):
  centre A site   m_A =  0, m_B = -1, (m_A-m_B) mod 3 = 1
  centre B site   m_A =  1, m_B =  0, (m_A-m_B) mod 3 = 1
  centre hexagon  m_A = -1, m_B =  1, (m_A-m_B) mod 3 = 1
|hbar v+| at K = 1.0392 eV nm, |hbar v-| at K = 0.0000 eV nm
lattice eta: K +1.0000, K' -1.0000, K with reversed gap -1.0000
plane-wave crystal: 27 waves, C3 labels of lowest three bands [1, -1, 0]
d-orbital model at K, energies (eV): -1.709, 0.300, 1.409
  C3 labels [-1, 0, 1], eta valence to conduction = +1.0000
Dirac (1-eta)/(2x^4) at x = 0.05: 0.9901
Dirac eta*x at x = 50.0: 0.9999
eta = 1/2 at q = 0.6920 1/nm, x = 1.7978, E = 0.7464 eV, E/gap = 3.7321
q (1/nm), x, E (eV), gap/E, Dirac eta, lattice eta min, mean, max:
  0.0000 0.0000 0.2000 1.0000 1.0000 1.0000 1.0000 1.0000
  0.0500 0.1299 0.2066 0.9679 0.9995 0.9992 0.9994 0.9997
  0.1000 0.2598 0.2254 0.8874 0.9929 0.9908 0.9928 0.9947
  0.2000 0.5196 0.2884 0.6934 0.9365 0.9262 0.9361 0.9460
  0.4000 1.0392 0.4613 0.4336 0.7299 0.7020 0.7292 0.7571
  0.6920 1.7978 0.7464 0.2679 0.5000 0.4604 0.4994 0.5403
  1.5000 3.8971 1.5716 0.1273 0.2505 0.2049 0.2503 0.3013
largest |eta-1/2| at q_half, a/10: 0.00399, a/100: 0.000399
crossover q_c = 0.01283 1/nm, x = 0.03333, a*q_c/(2 sqrt3) = 0.001111
1-eta at q_c: angle (deg), full lattice, leading formula:
   0 9.849e-06 9.877e-06
  30 4.925e-06 4.938e-06
  60 7.629e-13 1.311e-37
mean lattice (1-eta)/(a^2 q^2/6) at q_c/50: 1.00040
all tests passed
```
